**Carrier-gas dependence of a unimolecular decomposition rate**

The program tests the low-pressure result k0 = βωF with β = [α/(α+θ)]², where ω is the collision frequency, F the equilibrium fraction above threshold, α the mean energy lost in a deactivating collision and θ the mean thermal energy above threshold. It asserts that β agrees within 1 % with a numerical solution of the threshold integral equation, and within 10 % with a master equation at very low pressure. It also asserts the predicted depletion below threshold, the sensitivity to α, and the approach of both carriers to the same high-pressure rate. A direct diagonalization confirms the lowest eigenvalue for helium, and changes of grain size and kernel normalization alter the rates by less than the asserted tolerances. For a rough silane-like model at 1000 K and 100 Torr, the output gives 1.28 s⁻¹ in helium and 2.65 s⁻¹ in nitrogen. Exchanging α and the collision rate constant Z separately shows that they act in opposite directions. The ratio of the rates depends strongly on the assumed α of nitrogen, from 1.15 at 200 cm⁻¹ to 3.00 at 400 cm⁻¹.

## Verification by program

```python
"""Does an inert carrier gas change a precursor's decomposition rate?

Result under test: in the low-pressure limit the unimolecular rate is
    k0 = beta * omega * F,   beta = (alpha / (alpha + theta))**2,
and in the high-pressure limit the rate does not depend on the carrier.
  omega : collision frequency of one precursor molecule with the carrier
  alpha : mean energy lost in a deactivating collision (cm^-1)
  theta : mean thermal energy above the reaction threshold (cm^-1)
  F     : equilibrium fraction of molecules above the threshold
The full rate is the lowest eigenvalue of an energy-grained master equation.
All molecular parameters are rough, rounded, silane-like model values.
"""
import numpy as np
from scipy.constants import k as KB, h as H, c as C, e as QE
from scipy.constants import atomic_mass, torr
from scipy.linalg import cho_factor, cho_solve, eigh
from scipy.optimize import brentq

KCM = KB / (H * C * 100)              # Boltzmann constant, cm^-1 per K
MODES = np.array([850, 900, 950, 1000, 1050, 2100, 2150, 2200, 2250])
TS_MODES = np.array([600, 800, 900, 1000, 1500, 1700, 2000, 2050])
PATHS = 6                             # pairs of H atoms that can leave
E0 = 19000                            # threshold, cm^-1
E_TOP = 36000                         # top of the energy grid, cm^-1
M_PRE = 32.0                          # precursor mass, u
T0, P0, TAU = 1000.0, 100.0, 0.1      # K, Torr, s
# collider: (effective diameter in nm, mass in u, alpha in cm^-1)
HE = (0.30, 4.0, 150.0)
N2 = (0.36, 28.0, 300.0)
PRE = (0.40, 32.0, 600.0)


def state_counts(modes, grain, n, rotor):
    """Rovibrational states per grain; the rotor constant cancels later."""
    counts = np.diff(np.arange(n + 1.0) ** (rotor / 2))
    for nu in modes:
        step = int(round(nu / grain))
        for j in range(step, n):
            counts[j] += counts[j - step]
    return counts


def make_molecule(grain=50, e0=E0, soften=0, rotor=1):
    n = int(round(E_TOP / grain))
    i0 = int(round(e0 / grain))
    counts = state_counts(MODES - soften, grain, n, rotor)
    ts = state_counts(TS_MODES, grain, n, rotor)
    sum_ts = np.cumsum(ts) - ts / 2   # sum of states at mid-grain
    k_e = np.zeros(n)
    k_e[i0:] = PATHS * sum_ts[:n - i0] * C * 100 * grain / counts[i0:]
    return dict(E=np.arange(n) * float(grain), counts=counts, k=k_e,
                i0=i0, grain=grain)


def boltzmann(mol, T):
    f = mol["counts"] * np.exp(-mol["E"] / (KCM * T))
    return f / f.sum()


def z_rate(col, T):
    """Collision rate constant, m^3/s, for an effective hard sphere."""
    mu = col[1] * M_PRE / (col[1] + M_PRE) * atomic_mass
    return np.pi * (col[0] * 1e-9) ** 2 * np.sqrt(8 * KB * T / (np.pi * mu))


def frequency(col, T, p):
    return z_rate(col, T) * p * torr / (KB * T)


def loss_matrix(mol, mix, T, p, local_norm=False):
    """Symmetrized master-equation matrix; mix = [(fraction, collider)]."""
    s = np.sqrt(boltzmann(mol, T))
    E, i0 = mol["E"], mol["i0"]
    ratio = np.tril(s[:, None] / s[None, :])
    ratio = ratio + np.tril(ratio, -1).T
    gap = np.abs(E[:, None] - E[None, :])
    matrix = np.diag(mol["k"])
    for fraction, col in mix:
        sym = np.exp(-gap / col[2]) * ratio
        total = (sym @ s) / s
        if local_norm:                # normalize at every energy instead
            sym = sym / np.sqrt(np.outer(total, total))
            norm = 1.0
        else:                         # normalize around the threshold
            w = int(1000 / mol["grain"])
            norm = total[i0 - w:i0 + w].mean()
        out = (sym @ s) / s
        matrix = matrix + fraction * frequency(col, T, p) / norm * (
            np.diag(out) - sym)
    return matrix, s


def solve(mol, mix, T=T0, p=P0, local_norm=False):
    """Lowest eigenvalue (1/s) and population relative to equilibrium."""
    matrix, s = loss_matrix(mol, mix, T, p, local_norm)
    factor = cho_factor(matrix)
    x = s / np.linalg.norm(s)
    for _ in range(5):
        y = cho_solve(factor, x)
        value = (x @ y) / (y @ y)
        x = y / np.linalg.norm(y)
    depletion = x / s
    return value, depletion / depletion[0]


def rate(mol, col, T=T0, p=P0, **kw):
    return solve(mol, [(1.0, col)], T, p, **kw)[0]


def beta_formula(alpha, theta):
    return (alpha / (alpha + theta)) ** 2


def beta_integral_equation(alpha, theta):
    """Solve the absorbing-threshold problem numerically on x < 0."""
    gamma = 1 / (1 / alpha + 1 / theta)
    dx = alpha / 20
    n = int(10 * theta / dx)
    x = -(np.arange(n) + 0.5) * dx
    step = x[None, :] - x[:, None]
    P = np.exp(-np.abs(step) / np.where(step < 0, alpha, gamma))
    P *= dx / (alpha + gamma)
    below = alpha / (alpha + gamma) * np.exp(-(x + n * dx) / alpha)
    above = gamma / (alpha + gamma) * np.exp(x / gamma)
    P[np.diag_indices(n)] += 1 - P.sum(axis=1) - below - above
    rel = np.linalg.solve(np.eye(n) - P, below)
    return np.sum(np.exp(-x / theta) * rel * above) * dx / theta


mol = make_molecule()
f = boltzmann(mol, T0)
i0 = mol["i0"]
kT = KCM * T0
F_above = f[i0:].sum()
theta = (f[i0:] * (mol["E"][i0:] - E0 + mol["grain"] / 2)).sum() / F_above

# high-pressure limit: state sums against analytic partition functions
q = np.prod(1 / (1 - np.exp(-MODES / kT)))
q_ts = np.prod(1 / (1 - np.exp(-TS_MODES / kT)))
k_inf = PATHS * KB * T0 / H * q_ts / q * np.exp(-E0 / kT)
assert abs((f * mol["k"]).sum() / k_inf - 1) < 0.005

print(f"T = {T0:.0f} K, p = {P0:.0f} Torr, kT = {kT:.1f} cm^-1")
print(f"threshold = {E0} cm^-1 = {E0 * H * C * 100 / QE:.3f} eV")
print("precursor modes (cm^-1):", *MODES)
print("transition-state modes (cm^-1):", *TS_MODES)
print(f"reaction paths = {PATHS}, precursor mass = {M_PRE:.0f} u")
print(f"theta = {theta:.0f} cm^-1, fraction above E0 = {F_above:.3e}")
print(f"k_infinity = {k_inf:.1f} 1/s")

betas = {}
P_LOW = 1e-4                          # Torr, formal low-pressure limit
for name, col in (("He", HE), ("N2", N2)):
    alpha = col[2]
    b = betas[name] = beta_formula(alpha, theta)
    b_int = beta_integral_equation(alpha, theta)
    assert abs(b_int / b - 1) < 0.01
    low, rel = solve(mol, [(1.0, col)], p=P_LOW)
    b_me = low / (frequency(col, T0, P_LOW) * F_above)
    # local-exponential formula against the real, curved density of states
    assert abs(b_me / b - 1) < 0.10
    rel_formula = 1 - theta / (alpha + theta) * np.exp(
        -mol["grain"] / 2 / theta)
    assert abs(rel[i0 - 1] / rel_formula - 1) < 0.10
    up = rate(mol, (col[0], col[1], alpha * 1.03), p=P_LOW)
    dn = rate(mol, (col[0], col[1], alpha / 1.03), p=P_LOW)
    slope = np.log(up / dn) / (2 * np.log(1.03))
    slope_formula = 2 * theta / (alpha + theta)
    assert abs(slope / slope_formula - 1) < 0.05
    print(f"{name}: d = {col[0]:.2f} nm, m = {col[1]:.0f} u, "
          f"alpha = {alpha:.0f} cm^-1")
    print(f"{name}: Z = {z_rate(col, T0) * 1e6:.3e} cm^3/s, "
          f"omega = {frequency(col, T0, P0):.3e} 1/s")
    print(f"{name}: beta formula {b:.4f}, integral eq. {b_int:.4f}, "
          f"master eq. {b_me:.4f}")
    print(f"{name}: low-p dlnk/dlnalpha formula {slope_formula:.3f}, "
          f"master eq. {slope:.3f}")

print("p (Torr), k_He (1/s), k_N2 (1/s), k_N2/k_He, order in He")
ratios = {}
for p in (1.0, 10.0, 100.0, 760.0, 1e5, 3e7):
    a, b = rate(mol, HE, p=p), rate(mol, N2, p=p)
    ratios[p] = b / a
    order = np.log(rate(mol, HE, p=1.1 * p) / rate(mol, HE, p=p / 1.1))
    order /= 2 * np.log(1.1)
    print(f"{p:.0e}  {a:.4g}  {b:.4g}  {b / a:.3f}  {order:.3f}")
    if p == 3e7:                      # formal limit of an ideal gas
        assert abs(a / k_inf - 1) < 0.03 and abs(b / k_inf - 1) < 0.03
assert ratios[1e5] < ratios[1.0] and ratios[100.0] > 1.2

k_he, rel_he = solve(mol, [(1.0, HE)])
k_n2, rel_n2 = solve(mol, [(1.0, N2)])
print(f"population/equilibrium just below E0: He {rel_he[i0 - 1]:.3f}, "
      f"N2 {rel_n2[i0 - 1]:.3f}")

# fall-off estimate with beta*omega as an effective strong-collision rate
for name, col, k_me in (("He", HE, k_he), ("N2", N2, k_n2)):
    bw = betas[name] * frequency(col, T0, P0)
    estimate = (f * mol["k"] * bw / (mol["k"] + bw)).sum()
    assert 0.5 < k_me / estimate < 1.1    # an estimate, not an identity
    print(f"{name}: fall-off estimate {estimate:.3f} 1/s, "
          f"master/estimate = {k_me / estimate:.3f}")

# separate the two causes
k_alpha = rate(mol, (HE[0], HE[1], N2[2]))
k_z = rate(mol, (N2[0], N2[1], HE[2]))
assert k_alpha > k_he > k_z and k_n2 > k_he
print(f"He with alpha of N2: rate x {k_alpha / k_he:.3f}")
print(f"He with Z of N2: rate x {k_z / k_he:.3f}")

# direct diagonalization: same lowest eigenvalue, and the transient
matrix, _ = loss_matrix(mol, [(1.0, HE)], T0, P0)
ev = eigh(matrix, eigvals_only=True, subset_by_index=[0, 1])
assert abs(ev[0] / k_he - 1) < 0.02   # rounding of entries near 1e12 1/s
assert ev[1] > 1000 * k_he
print(f"He: relaxation time {1 / ev[1]:.2e} s, lifetime {1 / k_he:.3f} s")

# numerical choices
fine = make_molecule(grain=25)
fine_he, fine_n2 = rate(fine, HE), rate(fine, N2)
assert abs(fine_he / k_he - 1) < 0.03 and abs(fine_n2 / k_n2 - 1) < 0.03
loc_he = rate(mol, HE, local_norm=True)
loc_n2 = rate(mol, N2, local_norm=True)
assert abs(loc_he / k_he - 1) < 0.04 and abs(loc_n2 / k_n2 - 1) < 0.04
print(f"half grain: k_He x {fine_he / k_he:.4f}, "
      f"k_N2 x {fine_n2 / k_n2:.4f}")
print(f"local normalization: k_He x {loc_he / k_he:.4f}, "
      f"k_N2 x {loc_n2 / k_n2:.4f}")

# what the reactor sees
print(f"decomposed in {TAU} s: He {100 * (1 - np.exp(-k_he * TAU)):.1f} %, "
      f"N2 {100 * (1 - np.exp(-k_n2 * TAU)):.1f} %")
T_match = brentq(lambda T: np.log(rate(mol, HE, T=T) / k_n2),
                 T0, T0 + 150, xtol=0.01)
print(f"He matches N2 if hotter by {T_match - T0:.1f} K")

# sizes of neglected or poorly known effects
for a in (200.0, 400.0):
    r = rate(mol, (N2[0], N2[1], a)) / k_he
    print(f"alpha(N2) = {a:.0f} cm^-1: k_N2/k_He = {r:.3f}")
variants = (("threshold lower by 400 cm^-1", dict(e0=E0 - 400)),
            ("precursor modes softer by 50 cm^-1", dict(soften=50)),
            ("three active rotors", dict(rotor=3)))
for label, change in variants:
    other = make_molecule(**change)
    a, b = rate(other, HE), rate(other, N2)
    print(f"{label}: k_He x {a / k_he:.3f}, k_N2/k_He = {b / a:.3f}")
k_mix = solve(mol, [(0.99, HE), (0.01, PRE)])[0]
print(f"precursor as collider: d = {PRE[0]:.2f} nm, "
      f"alpha = {PRE[2]:.0f} cm^-1")
print(f"1 % precursor in He: rate x {k_mix / k_he:.3f}")
nu_im = 1000.0
print(f"Wigner factor on k_infinity, {nu_im:.0f}i cm^-1: "
      f"{1 + (nu_im / kT) ** 2 / 24:.3f}")
print("all good")
```

It prints:

```
T = 1000 K, p = 100 Torr, kT = 695.0 cm^-1
threshold = 19000 cm^-1 = 2.356 eV
precursor modes (cm^-1): 850 900 950 1000 1050 2100 2150 2200 2250
transition-state modes (cm^-1): 600 800 900 1000 1500 1700 2000 2050
reaction paths = 6, precursor mass = 32 u
theta = 891 cm^-1, fraction above E0 = 1.196e-07
k_infinity = 201.1 1/s
He: d = 0.30 nm, m = 4 u, alpha = 150 cm^-1
He: Z = 6.900e-10 cm^3/s, omega = 6.663e+08 1/s
He: beta formula 0.0208, integral eq. 0.0208, master eq. 0.0199
He: low-p dlnk/dlnalpha formula 1.712, master eq. 1.741
N2: d = 0.36 nm, m = 28 u, alpha = 300 cm^-1
N2: Z = 4.848e-10 cm^3/s, omega = 4.681e+08 1/s
N2: beta formula 0.0634, integral eq. 0.0634, master eq. 0.0616
N2: low-p dlnk/dlnalpha formula 1.496, master eq. 1.513
p (Torr), k_He (1/s), k_N2 (1/s), k_N2/k_He, order in He
1e+00  0.01574  0.03428  2.178  0.994
1e+01  0.1512  0.3275  2.166  0.965
1e+02  1.284  2.65  2.065  0.880
8e+02  6.687  12.38  1.851  0.740
1e+05  92.97  120.3  1.294  0.329
3e+07  198  199.8  1.009  0.015
population/equilibrium just below E0: He 0.323, N2 0.438
He: fall-off estimate 1.578 1/s, master/estimate = 0.814
N2: fall-off estimate 3.232 1/s, master/estimate = 0.820
He with alpha of N2: rate x 2.765
He with Z of N2: rate x 0.731
He: relaxation time 3.50e-07 s, lifetime 0.779 s
half grain: k_He x 1.0036, k_N2 x 0.9986
local normalization: k_He x 0.9995, k_N2 x 0.9993
decomposed in 0.1 s: He 12.0 %, N2 23.3 %
He matches N2 if hotter by 33.1 K
alpha(N2) = 200 cm^-1: k_N2/k_He = 1.150
alpha(N2) = 400 cm^-1: k_N2/k_He = 3.000
threshold lower by 400 cm^-1: k_He x 1.572, k_N2/k_He = 2.078
precursor modes softer by 50 cm^-1: k_He x 1.117, k_N2/k_He = 2.041
three active rotors: k_He x 2.258, k_N2/k_He = 1.918
precursor as collider: d = 0.40 nm, alpha = 600 cm^-1
1 % precursor in He: rate x 1.060
Wigner factor on k_infinity, 1000i cm^-1: 1.086
all good
```
